# Mie frequency and spill-out red shift of a jellium sphere from moments: verification in Python

```python
"""Dipole moment ratio of a sharp-edged jellium sphere (Hartree atomic units).

Result under test:
    m3/m1 = (omega_p^2/3) * N_in/N,   omega_p^2 = 4 pi n0
m_k   = sum over excitations of omega^k |<n|sum z|0>|^2
n0    = density of the positive sphere, R its radius
N     = number of electrons, N_in = electrons inside R, N_out = N - N_in
omega_3 = sqrt(m3/m1); omega_Mie = omega_p/sqrt(3)

The right side uses only the LDA ground-state density. The left side comes
from the spectrum of the adiabatic-LDA Casida matrix. The radial basis is
made of spherical Bessel functions that vanish at the wall of a large box.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import spherical_jn

EV = physical_constants["Hartree energy in eV"][0]
RS = 4.0                      # density parameter of the background, bohr
N0 = 3 / (4 * np.pi * RS**3)
OMEGA_P = np.sqrt(4 * np.pi * N0)
OMEGA_MIE = OMEGA_P / np.sqrt(3)
KMAX = 5.0                    # largest wave number in the basis, 1/bohr


def bessel_zeros(lmax, count):
    """Zeros of j_l, found between neighbouring zeros of j_(l-1)."""
    table = [np.pi * np.arange(1, count + lmax + 1)]
    for l in range(1, lmax + 1):
        prev = table[-1]
        table.append(np.array([brentq(lambda x: spherical_jn(l, x), a, b)
                               for a, b in zip(prev[:-1], prev[1:])]))
    return table


ZEROS = bessel_zeros(6, 65)


def radial_grid(edges, p=12):
    """Gauss panels: nodes, weights and the matrix of integrals from 0 to r."""
    x, wx = leggauss(p)
    leg = legvander(x, p)
    order = np.arange(p)
    prim = np.empty((p, p))
    prim[:, 0] = x + 1
    for k in range(1, p):
        prim[:, k] = (leg[:, k + 1] - leg[:, k - 1]) / (2 * k + 1)
    local = prim @ (((2 * order + 1) / 2)[:, None] * leg[:, :p].T * wx)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    r = (mid[:, None] + half[:, None] * x).ravel()
    w = (half[:, None] * wx).ravel()
    cumul = np.zeros((r.size, r.size))
    for j, h in enumerate(half):
        rows = slice(j * p, (j + 1) * p)
        cumul[rows, :j * p] = w[:j * p]
        cumul[rows, rows] = h * local
    return r, w, cumul


def coulomb_matrix(L, r, w, cumul):
    """Action of r_<^L / r_>^(L+1) on a radial function."""
    inner = r[:, None]**(-L - 1.0) * cumul * r[None, :]**L
    outer = r[:, None]**L * (w[None, :] - cumul) * r[None, :]**(-L - 1.0)
    return inner + outer


def xc_potential_and_kernel(n):
    """Dirac exchange and Wigner correlation: v_xc and dv_xc/dn."""
    n = np.maximum(n, 1e-25)
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    a, b = 0.44, 7.8
    vx = -(3 * n / np.pi)**(1 / 3)
    vc = -a * (4 * rs / 3 + b) / (rs + b)**2
    fc = -a * rs * (4 * rs + 2 * b) / (9 * n * (rs + b)**3)
    return vx + vc, vx / (3 * n) + fc


def background_potential(r, charge, R):
    return np.where(r < R, -charge * (3 * R**2 - r**2) / (2 * R**3),
                    -charge / np.maximum(r, R))


def ground_state(shells, charge=None, pad=15.0):
    """shells[l] = number of filled radial levels with angular momentum l."""
    N = sum(2 * (2 * l + 1) * c for l, c in enumerate(shells))
    charge = N if charge is None else charge
    R = RS * charge**(1 / 3)
    box = R + pad
    edges = np.concatenate([
        np.linspace(0, R, int(np.ceil(R / 1.3)) + 1),
        np.linspace(R, box, int(np.ceil(pad / 1.3)) + 1)[1:]])
    r, w, cumul = radial_grid(edges)
    size = int(KMAX * box / np.pi)
    basis, kinetic = [], []
    for l in range(len(shells) + 1):
        z = ZEROS[l][:size]
        norm = np.sqrt(2 / box**3) / np.abs(spherical_jn(l + 1, z))
        basis.append(r[:, None] * spherical_jn(l, np.outer(r, z / box)) * norm)
        kinetic.append(np.diag(z**2 / (2 * box**2)))
    hartree = coulomb_matrix(0, r, w, cumul)
    v_plus = background_potential(r, charge, R)

    def levels(l, v):
        B = basis[l]
        e, c = np.linalg.eigh(kinetic[l] + (B.T * (w * v)) @ B)
        return e, B @ c

    def potential(n):
        return (v_plus + hartree @ (4 * np.pi * r**2 * n)
                + xc_potential_and_kernel(n)[0])

    v = potential(np.where(r < RS * N**(1 / 3), N0, 0.0))
    for _ in range(1200):
        n = np.zeros_like(r)
        for l, c in enumerate(shells):
            u = levels(l, v)[1][:, :c]
            n += 2 * (2 * l + 1) * (u**2).sum(axis=1) / (4 * np.pi * r**2)
        change = potential(n) - v
        if np.max(np.abs(change)) < 1e-8:
            break
        v = v + 0.08 * change
    else:
        raise RuntimeError("ground state not converged")
    states = [levels(l, v) for l in range(len(shells) + 1)]
    filled = list(shells) + [0]
    homo = max(states[l][0][c - 1] for l, c in enumerate(shells))
    lumo = min(states[l][0][filled[l]] for l in range(len(filled)))
    assert homo < lumo        # the chosen shells are the lowest ones
    n_out = np.sum((w * 4 * np.pi * r**2 * n)[r > R])
    return dict(N=N, charge=charge, R=R, r=r, w=w, cumul=cumul, n=n,
                states=states, filled=filled, homo=homo, n_out=n_out)


def dipole_spectrum(gs, use_fxc=True):
    """Excitation energies and omega*|<n|Z|0>|^2 from the Casida matrix."""
    r, w = gs["r"], gs["w"]
    gaps, dens = [], []
    for l, count in enumerate(gs["filled"]):
        for i in range(count):
            for la in (l - 1, l + 1):
                if la < 0:
                    continue
                first = gs["filled"][la]
                e_a, u_a = gs["states"][la]
                e_i, u_i = gs["states"][l][0][i], gs["states"][l][1][:, i]
                angular = np.sqrt(2 * max(l, la) / 3)  # spin and m summed
                gaps.append(e_a[first:] - e_i)
                dens.append(angular * u_i[:, None] * u_a[:, first:])
    gap = np.concatenate(gaps)
    T = np.concatenate(dens, axis=1)
    kernel_T = coulomb_matrix(1, r, w, gs["cumul"]) @ T
    if use_fxc:
        fxc = xc_potential_and_kernel(gs["n"])[1]
        kernel_T = kernel_T + (3 * fxc / (4 * np.pi * r**2))[:, None] * T
    K = (T.T * w) @ kernel_T
    K = (K + K.T) / 2
    root = np.sqrt(gap)
    omega2, F = np.linalg.eigh(np.diag(gap**2)
                               + 2 * root[:, None] * K * root[None, :])
    assert omega2[0] > 0
    strength = (F.T @ (root * (T.T @ (w * r))))**2
    return np.sqrt(omega2), strength


def moment(k, omega, strength):
    return np.sum(strength * omega**(k - 1.0))


# Exact two-electron model in one dimension: repulsion must drop out of m3.
h, M = 0.6, 33
x = h * (np.arange(M) - M // 2)
d = np.subtract.outer(np.arange(M), np.arange(M))
T1 = np.where(d == 0, np.pi**2 / 3,
              2.0 * (-1.0)**np.abs(d) / np.where(d == 0, 1, d)**2) / (2 * h**2)
depth, s = 3.0, 8.0
well = -depth * np.exp(-x**2 / s)
curvature = depth * (2 / s - 4 * x**2 / s**2) * np.exp(-x**2 / s)
x1, x2 = np.repeat(x, M), np.tile(x, M)
H2 = (np.kron(T1, np.eye(M)) + np.kron(np.eye(M), T1)
      + np.diag(np.repeat(well, M) + np.tile(well, M)
                + 1 / np.sqrt(1 + (x1 - x2)**2)))
E2, C2 = np.linalg.eigh(H2)
amp = C2.T @ ((x1 + x2) * C2[:, 0])
m3_exact = np.sum((E2 - E2[0])**3 * amp**2)
m3_curv = 0.5 * np.sum(C2[:, 0]**2 * (np.repeat(curvature, M)
                                      + np.tile(curvature, M)))
assert abs(m3_exact / m3_curv - 1) < 1e-4

print(f"background r_s = {RS:.1f} bohr, n0 = {N0:.6f} bohr^-3")
print(f"omega_p = {OMEGA_P:.5f} hartree")
print(f"omega_Mie = {OMEGA_MIE:.5f} hartree = {OMEGA_MIE*EV:.3f} eV")
print("two-electron model, m3 in atomic units:")
print(f"  from spectrum {m3_exact:.6f}, from curvature {m3_curv:.6f}")

# Neutral closed-shell spheres: ground-state prediction against spectrum.
closed_shells = [[1, 1], [2, 1, 1], [2, 2, 1, 1], [3, 2, 2, 1, 1, 1]]
fractions, lengths = [], []
for shells in closed_shells:
    gs = ground_state(shells)
    N = gs["N"]
    om, st = dipole_spectrum(gs)
    m1, m3 = moment(1, om, st), moment(3, om, st)
    frac = gs["n_out"] / N
    predicted = OMEGA_MIE * np.sqrt(1 - frac)
    spectral = np.sqrt(m3 / m1)
    assert abs(m1 / (N / 2) - 1) < 1e-3      # finite-basis error only
    assert abs(spectral / predicted - 1) < 1e-3
    fractions.append(frac)
    lengths.append(frac * gs["R"])
    print(f"N = {N}: R = {gs['R']:.3f} bohr, N_out = {gs['n_out']:.4f}")
    print(f"  N_out/N = {frac:.5f}, R*N_out/N = {lengths[-1]:.3f} bohr")
    print(f"  m1 = {m1:.5f} bohr^2 hartree (N/2 = {N/2:.1f})")
    print(f"  omega_3 from density  = {predicted:.6f} hartree")
    print(f"  omega_3 from spectrum = {spectral:.6f} hartree")
    if N == 20:
        gs20, om20, st20, w3_20, m3_20 = gs, om, st, predicted, m3
# A fixed fraction would make R*N_out/N grow by the ratio of the radii, 2.26.
assert fractions[-1] < fractions[0]
assert max(lengths) / min(lengths) < 1.5

# Spring constant of the N = 20 density displaced rigidly by a finite step.
r, w, n, R = gs20["r"], gs20["w"], gs20["n"], gs20["R"]
mu, wmu = leggauss(60)
step = 0.5
shifted = np.sqrt(r[:, None]**2 + step**2 + 2 * step * r[:, None] * mu)
mean_shifted = background_potential(shifted, 20, R) @ wmu / 2
rise = np.sum(w * 4 * np.pi * r**2 * n
              * (mean_shifted - background_potential(r, 20, R)))
spring = 2 * rise / step**2
spring_formula = OMEGA_MIE**2 * (20 - gs20["n_out"])
assert abs(spring / spring_formula - 1) < 3e-3   # finite step
assert abs(2 * m3_20 / spring_formula - 1) < 3e-3

print("N = 20 in detail:")
print(f"  spring constant by displacement = {spring:.5f} hartree/bohr^2")
print(f"  omega_Mie^2 * N_in = {spring_formula:.5f} hartree/bohr^2")
print(f"  omega_3 = {w3_20*EV:.3f} eV, shift = {(w3_20-OMEGA_MIE)*EV:.3f} eV")
first_order = -OMEGA_MIE * gs20["n_out"] / 40
print(f"  first-order shift = {first_order*EV:.3f} eV")
print(f"  minus highest occupied level = {-gs20['homo']:.5f} hartree")

wide = ground_state([2, 1, 1], pad=19.0)
om_w, st_w = dipole_spectrum(wide)
ratio_w = np.sqrt(moment(3, om_w, st_w) / moment(1, om_w, st_w))
assert abs(ratio_w / w3_20 - 1) < 1e-3
for name, o, f in (("box R+15", om20, st20), ("box R+19", om_w, st_w)):
    top = np.argmax(f)
    low_mean = np.sqrt(moment(1, o, f) / moment(-1, o, f))
    below = f[o < OMEGA_MIE].sum() / f.sum()
    assert o[top] < OMEGA_MIE
    print(f"  {name} bohr: strongest line {o[top]:.5f} hartree,")
    print(f"    its share of m1 {f[top]/f.sum():.3f}")
    print(f"    sqrt(m1/m_-1) = {low_mean:.5f} hartree")
    print(f"    share of m1 below omega_Mie = {below:.3f}")

# Kernel that does not belong to the ground state: the sum rule must fail.
om_h, st_h = dipole_spectrum(gs20, use_fxc=False)
w3_h = np.sqrt(moment(3, om_h, st_h) / moment(1, om_h, st_h))
assert abs(w3_h / w3_20 - 1) > 0.02
print(f"  omega_3 with f_xc omitted = {w3_h:.5f} hartree")

# Same background density, but the electrons stay well inside: no shift.
ctl = ground_state([1, 1], charge=60)
om_c, st_c = dipole_spectrum(ctl)
top = np.argmax(st_c)
share = st_c[top] / st_c.sum()
assert ctl["n_out"] / 8 < 1e-4
assert abs(om_c[top] / OMEGA_MIE - 1) < 1e-3 and share > 0.999
print(f"control: 8 electrons, background charge 60, R = {ctl['R']:.3f} bohr")
print(f"  N_out/N = {ctl['n_out']/8:.1e}")
print(f"  strongest line = {om_c[top]:.6f} hartree, share {share:.5f}")
print("PASS")
```

Printed output:

```
background r_s = 4.0 bohr, n0 = 0.003730 bohr^-3
omega_p = 0.21651 hartree
omega_Mie = 0.12500 hartree = 3.401 eV
two-electron model, m3 in atomic units:
  from spectrum 0.571016, from curvature 0.570989
N = 8: R = 8.000 bohr, N_out = 1.5165
  N_out/N = 0.18956, R*N_out/N = 1.517 bohr
  m1 = 4.00000 bohr^2 hartree (N/2 = 4.0)
  omega_3 from density  = 0.112530 hartree
  omega_3 from spectrum = 0.112531 hartree
N = 20: R = 10.858 bohr, N_out = 2.9744
  N_out/N = 0.14872, R*N_out/N = 1.615 bohr
  m1 = 10.00000 bohr^2 hartree (N/2 = 10.0)
  omega_3 from density  = 0.115331 hartree
  omega_3 from spectrum = 0.115333 hartree
N = 40: R = 13.680 bohr, N_out = 4.9757
  N_out/N = 0.12439, R*N_out/N = 1.702 bohr
  m1 = 20.00000 bohr^2 hartree (N/2 = 20.0)
  omega_3 from density  = 0.116967 hartree
  omega_3 from spectrum = 0.116969 hartree
N = 92: R = 18.057 bohr, N_out = 7.9524
  N_out/N = 0.08644, R*N_out/N = 1.561 bohr
  m1 = 46.00000 bohr^2 hartree (N/2 = 46.0)
  omega_3 from density  = 0.119475 hartree
  omega_3 from spectrum = 0.119477 hartree
N = 20 in detail:
  spring constant by displacement = 0.26577 hartree/bohr^2
  omega_Mie^2 * N_in = 0.26603 hartree/bohr^2
  omega_3 = 3.138 eV, shift = -0.263 eV
  first-order shift = -0.253 eV
  minus highest occupied level = 0.10578 hartree
  box R+15 bohr: strongest line 0.09853 hartree,
    its share of m1 0.563
    sqrt(m1/m_-1) = 0.10694 hartree
    share of m1 below omega_Mie = 0.809
  box R+19 bohr: strongest line 0.09770 hartree,
    its share of m1 0.495
    sqrt(m1/m_-1) = 0.10692 hartree
    share of m1 below omega_Mie = 0.797
  omega_3 with f_xc omitted = 0.12404 hartree
control: 8 electrons, background charge 60, R = 15.659 bohr
  N_out/N = 3.5e-08
  strongest line = 0.125000 hartree, share 1.00000
PASS
```
